# Density of States of a Two-Dimensional Band with Rashba Coupling

## Result

A parabolic two-dimensional band of mass \(m\) with Rashba coupling \(\alpha>0\) has its energy minimum on a ring in wavevector space. Define

\[
k_0=\frac{m\alpha}{\hbar^2},\qquad E_R=\frac{m\alpha^2}{2\hbar^2},\qquad D_0=\frac{m}{\pi\hbar^2}.
\]

With energy measured from the point where the two spin branches meet, the density of states per unit area, both branches included, is

\[
D(E)=\begin{cases}0, & E<-E_R,\\[2pt] D_0\sqrt{\dfrac{E_R}{E+E_R}}, & -E_R<E<0,\\[6pt] D_0, & E>0.\end{cases}
\]

It diverges as the inverse square root of the height above the minimum. The model has one subband, no magnetic field, no disorder and no interaction between electrons.

## 1. The simple case: no spin-orbit coupling

For \(\alpha=0\) each spin has \(\varepsilon(k)=\hbar^2k^2/2m\). The density of states per area is the sum over states of \(\delta(E-\varepsilon)\), with \(d^2k/(2\pi)^2\) states per area for each spin. For an isotropic branch the angular integral gives \(2\pi\), so

\[
D_{\rm branch}(E)=\int_0^\infty\frac{k\,dk}{2\pi}\,\delta\big(E-\varepsilon(k)\big)=\sum_i\frac{k_i}{2\pi\,|\varepsilon'(k_i)|}. \tag{1}
\]

The sum runs over all radii \(k_i\) at which \(\varepsilon(k_i)=E\). The factor \(1/|\varepsilon'|\) comes from changing the variable in the delta function from energy to \(k\).

Here there is one radius, with slope \(\varepsilon'=\hbar^2k/m\). The factor \(k\) cancels and each spin contributes \(m/2\pi\hbar^2\). Two spins give \(D_0\) for every \(E>0\).

The cancellation is the point to watch. Near the bottom of the band the slope goes to zero, which would make (1) large, but the contour radius goes to zero at the same rate. If the slope vanishes at a minimum where the radius does not, nothing cancels and (1) diverges.

## 2. Adding the Rashba term

The Hamiltonian is now

\[
H=\frac{\hbar^2k^2}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x).
\]

To find its eigenvalues, square the spin term:

\[
(\sigma_xk_y-\sigma_yk_x)^2=k_y^2+k_x^2-k_xk_y(\sigma_x\sigma_y+\sigma_y\sigma_x)=k^2,
\]

because \(\sigma_x^2=\sigma_y^2=1\) and different Pauli matrices anticommute. The spin term is traceless, so its two eigenvalues are opposite, \(\pm\alpha k\). Therefore

\[
E_\pm(k)=\frac{\hbar^2k^2}{2m}\pm\alpha k .
\]

Each branch now holds one state per wavevector, so no further spin factor is needed. For negative \(\alpha\) the two energies are the same with \(|\alpha|\) in place of \(\alpha\).

Completing the square uses \(\hbar^2k_0/m=\alpha\) and \(\hbar^2k_0^2/2m=E_R\):

\[
E_\pm(k)=\frac{\hbar^2}{2m}(k\pm k_0)^2-E_R. \tag{2}
\]

Since \(k\ge0\), the lower branch reaches its minimum \(-E_R\) at \(k=k_0\), in every direction. The upper branch rises from \(E=0\) at \(k=0\) and has no states below zero.

**Limit.** As \(\alpha\to0\), both \(k_0\) and \(E_R\) vanish, the ring shrinks to a point and the two branches merge into the parabola of section 1.

## 3. The contours and their slopes

Define the distance \(q\) by

\[
\frac{\hbar^2q^2}{2m}=E+E_R,\qquad q=\frac{\sqrt{2m(E+E_R)}}{\hbar}\ge0. \tag{3}
\]

Setting (2) equal to \(E\) gives \(|k\pm k_0|=q\). The slope is

\[
\frac{dE_\pm}{dk}=\frac{\hbar^2}{m}(k\pm k_0),\qquad\text{so}\qquad \left|\frac{dE_\pm}{dk}\right|=\frac{\hbar^2q}{m}
\]

on every contour of energy \(E\), whichever branch it belongs to. Equation (1), summed over both branches, becomes

\[
D(E)=\frac{m}{2\pi\hbar^2q}\sum_i k_i=\frac{D_0}{2q}\sum_i k_i. \tag{4}
\]

What remains is to add the radii.

**Above the crossing, \(E>0\).** Here \(q>k_0\). On the lower branch \(|k-k_0|=q\) has the single non-negative solution \(k=q+k_0\). On the upper branch \(k+k_0=q\) gives \(k=q-k_0\). The sum is \(2q\), and \(D=D_0\). The two radii lie equally far above and below \(q\), so their sum is proportional to \(q\), as is the slope. The two factors cancel, and the total density of states is the same as without coupling.

**Below the crossing, \(-E_R<E<0\).** Here \(q<k_0\), and the upper branch has no solution. The lower branch has two, \(k=k_0+q\) and \(k=k_0-q\). Their sum is \(2k_0\), so

\[
D(E)=D_0\frac{k_0}{q}=D_0\sqrt{\frac{E_R}{E+E_R}},
\]

where the last step uses \(k_0^2/q^2=E_R/(E+E_R)\), from (3) and the definition of \(E_R\). Below \(-E_R\) there are no states. This completes the derivation.

**Limit at the crossing.** As \(E\to0^-\) the square root tends to one, so \(D\) joins the plateau continuously. Its slope does not. Differentiation below zero gives

\[
\frac{dD}{dE}=-\frac{D_0}{2}\sqrt{E_R}\,(E+E_R)^{-3/2}\;\longrightarrow\;-\frac{D_0}{2E_R},
\]

while the slope above zero is zero. A numerical difference quotient, taken between \(-0.02E_R\) and \(-0.01E_R\) on contours found by diagonalizing \(H\), gives \(-0.511\,D_0/E_R\). The formula at the middle of that interval gives \(-0.5\,(0.985)^{-3/2}=-0.511\) in the same unit.

## 4. Why the ring makes the density of states diverge

Let \(\epsilon=E+E_R\) be the height above the minimum. As \(\epsilon\to0\) the slope \(\hbar^2q/m\) vanishes as \(\sqrt\epsilon\), but the two contours close in on the ring and their total radius stays at \(2k_0\). The radius no longer cancels the slope. The power \(\epsilon^{-1/2}\) is that of a one-dimensional band edge, because energy varies in the radial direction alone.

The argument does not need a parabolic band. Suppose any isotropic, nondegenerate branch has a minimum at \(k_*>0\), with \(\epsilon\simeq\hbar^2(k-k_*)^2/2m_*\) nearby. The two radii sum to \(2k_*\) at leading order, and the slope is \(\hbar\sqrt{2\epsilon/m_*}\). Equation (1) then gives

\[
D\simeq\frac{2k_*}{2\pi}\,\frac{1}{\hbar}\sqrt{\frac{m_*}{2\epsilon}}=\frac{k_*}{\pi\hbar}\sqrt{\frac{m_*}{2\epsilon}} .
\]

Isotropic nonparabolicity therefore changes the prefactor and leaves the power alone, as long as the minimum stays on a ring and the energy has nonzero curvature in the radial direction there. For \(k_*=k_0=\sqrt{2mE_R}/\hbar\) and \(m_*=m\) the expression returns \(D_0\sqrt{E_R/\epsilon}\).

## 5. Counting the states

The divergence is integrable. For \(-E_R<E<0\) the number of states per area below \(E\) is

\[
N(E)=D_0\sqrt{E_R}\int_0^{E+E_R}\frac{d\epsilon}{\sqrt\epsilon}=2D_0\sqrt{E_R(E+E_R)} .
\]

Above zero the plateau adds \(D_0E\) to the value \(2D_0E_R\) reached at the crossing:

\[
N(E)=D_0(E+2E_R),\qquad E>0.
\]

Areas in wavevector space confirm both expressions. Below the crossing the occupied region is an annulus, and

\[
N=\frac{\pi[(k_0+q)^2-(k_0-q)^2]}{4\pi^2}=\frac{k_0q}{\pi}.
\]

At \(E=0\), where \(q=k_0\), this is the density that fills the ring region:

\[
n_c=\frac{k_0^2}{\pi}=2D_0E_R .
\]

Above the crossing there are two discs, and

\[
N=\frac{(q+k_0)^2+(q-k_0)^2}{4\pi}=\frac{q^2+k_0^2}{2\pi}=D_0(E+E_R)+D_0E_R .
\]

**Test on a grid.** States were counted by diagonalizing \(H\) on a grid of wavevectors. Between \(0.001E_R\) and \(0.1E_R\) above the minimum the count grows with the power 0.500 of the height, so its derivative has the power \(-1/2\). With the coupling switched off and the mass unchanged, the count between \(0.5E_R\) and \(5E_R\) grows with the power 1.000, as a constant density of states requires. Here \(E_R\) serves merely as the energy unit.

**Limit of weak coupling.** As \(\alpha\to0\) the divergence stays in the formula for every nonzero \(\alpha\), but the number of states below the crossing, \(2D_0E_R\), vanishes as \(\alpha^2\). At any fixed thermal or disorder broadening, the spike is therefore washed out once \(\alpha\) is small enough.

## 6. When the ring is not perfectly round

A crystal without inversion symmetry can add a linear Dresselhaus term. For a well grown along a cubic axis, with \(x\) and \(y\) along the other two, take it as \(\beta(\sigma_xk_x-\sigma_yk_y)\) with \(0<\beta<\alpha\). The coefficients of \(\sigma_x\) and \(\sigma_y\) are then \(\alpha k_y+\beta k_x\) and \(-(\alpha k_x+\beta k_y)\). The sum of their squares is

\[
k^2a(\theta)^2,\qquad a(\theta)^2=\alpha^2+\beta^2+2\alpha\beta\sin2\theta,
\]

where \(\theta\) is the direction of the wavevector. Along each direction the problem is the old one with \(\alpha\) replaced by \(a(\theta)\), and the depth of the minimum is \(E_\theta=ma(\theta)^2/2\hbar^2\). For \(E<0\) the density of states is the angular average

\[
D(E)=\frac{D_0}{2\pi}\int d\theta\,\sqrt{\frac{E_\theta}{E+E_\theta}},
\]

taken over directions with \(E_\theta>-E\).

The deepest points lie at \(\theta=\pi/4\) and \(5\pi/4\), where \(a=\alpha+\beta\). At a small angle \(\delta\) from either, \(\sin2\theta=\cos2\delta\simeq1-2\delta^2\), so

\[
E_\theta\simeq E_b-c\,\delta^2,\qquad E_b=\frac{m(\alpha+\beta)^2}{2\hbar^2},\qquad c=\frac{2m\alpha\beta}{\hbar^2}.
\]

With \(\epsilon=E+E_b\), and a factor 2 for the two minima,

\[
D\simeq\frac{D_0}{\pi}\sqrt{E_b}\int\frac{d\delta}{\sqrt{\epsilon-c\delta^2}}=\frac{D_0}{\pi}\sqrt{E_b}\,\frac{\pi}{\sqrt c}=D_0\,\frac{\alpha+\beta}{2\sqrt{\alpha\beta}} .
\]

The integral runs between the zeros of the root and equals \(\pi/\sqrt c\) for any \(\epsilon\). The divergence at the bottom has become a finite step.

The shallowest points of the valley, at \(\theta=3\pi/4\) and \(7\pi/4\), are saddle points of the energy. There \(E_\theta\simeq E_s+c\delta^2\) with \(E_s=m(\alpha-\beta)^2/2\hbar^2\). For a small height \(\epsilon'=E+E_s>0\) above them, \(\int d\delta/\sqrt{\epsilon'+c\delta^2}\) equals \((1/\sqrt c)\ln(1/\epsilon')\) plus a part that stays finite. Hence \(D\) contains

\[
D_0\,\frac{\alpha-\beta}{2\pi\sqrt{\alpha\beta}}\,\ln\frac1{\epsilon'} .
\]

Just below the saddle energy the same term appears with \(|\epsilon'|\) in place of \(\epsilon'\), so the density of states diverges logarithmically from both sides. The inverse-square-root law survives at heights well above \(c\), provided that \(c\ll E_R\). The depths at the two kinds of point differ by \(E_b-E_s=c\).

**Limit.** As \(\beta\to0\) the step height grows without bound and \(c\to0\), which restores the round ring.

## 7. Numbers for an InAs well

Take rough typical parameters for an InAs quantum-well channel: \(m=0.03\) electron masses and \(\alpha=0.03\) eV nm. Then \(\hbar^2/m=2.54\) eV nm², and

\[
k_0=\frac{0.03}{2.54}=0.0118\ \text{nm}^{-1},\qquad E_R=\frac{0.03^2}{2\times2.54}\ \text{eV}=0.177\ \text{meV}.
\]

The plateau is \(D_0=1/(2.54\pi)=0.125\) eV⁻¹ nm⁻², or \(1.25\times10^{13}\) eV⁻¹ cm⁻². At \(0.01E_R\) above the minimum the ideal formula gives \(D/D_0=1/\sqrt{0.01}=10\), and at \(0.5E_R\) it has fallen to 1.41. The ring region holds \(n_c=k_0^2/\pi=4.4\times10^9\) cm⁻².

**Temperature.** For independent electrons \(n(\mu)=\int D f\,dE\), with \(f\) the Fermi function and \(\mu\) the chemical potential. Thus \(dn/d\mu=\int D\,(-\partial f/\partial E)\,dE\) is \(D\) averaged over a few \(k_BT\). At 0.3 K, where \(k_BT=0.026\) meV, its maximum is \(2.07D_0\): the divergence has become a modest peak. This is for the round ring; the Dresselhaus term of section 8 lowers it to about \(1.9D_0\). At 4 K, where \(k_BT=0.345\) meV is about twice \(E_R\), no peak above the plateau is found between \(-1\) and 20 meV. At 300 K, \(k_BT\) is 25.9 meV.

**Disorder.** A mobility \(\mu_e=20000\) cm²/Vs corresponds to \(\tau=m\mu_e/e=0.34\) ps. If this is also the lifetime of a wavevector state, each level is a Lorentzian of half-width \(\Gamma=\hbar/2\tau=0.96\) meV, over five times \(E_R\). The density of states broadened in this way, at zero temperature, stays below the plateau throughout the same window; its largest value is \(0.985D_0\). The missing part is the Lorentzian tail: a step at zero energy broadens to \(\tfrac12+\pi^{-1}\arctan(E/\Gamma)\simeq1-\Gamma/\pi E\), which is 0.985 at 20 meV. With the mass fixed, \(\Gamma\) equals \(E_R\) at a mobility of about \(1.1\times10^5\) cm²/Vs. At that broadening the Lorentzian model gives only a weak bump of \(0.94D_0\), below the plateau; the peak passes the plateau only for \(\Gamma\) below about \(0.8E_R\). A constant \(\Gamma\) is itself an assumption, since the scattering rate depends on the density of states near the ring.

## 8. The model beside a real channel

An InAs channel at a density of \(10^{12}\) cm⁻² holds about 225 times \(n_c\), so its Fermi level lies far up on the plateau. The parabolic model puts it at \(n/D_0-2E_R=79.4\) meV. Real InAs bands are nonparabolic, which changes the numbers noticeably at that density. With a rough gap \(E_g=0.36\) eV (the room-temperature value; the low-temperature 0.42 eV raises the Fermi energy found below by about 1 meV), the estimate \(E(1+E/E_g)=\hbar^2k^2/2m\), without spin splitting or confinement energy, gives \(n=D_0E(1+E/E_g)\). The Fermi energy drops to 67.2 meV and the density of states there rises by the factor \(1+2E/E_g=1.37\). At the ring, with \(m\) taken as the mass at the bottom of the subband, the small parameter is \(E_R/E_g\approx5\times10^{-4}\). At fixed \(\alpha\) the ring depth changes by that fraction and the prefactor of the divergence by about five times it, \(2.5\times10^{-3}\), while the power stays at \(-1/2\). A hard-wall well 10 nm wide has its second subband 376 meV above the first in the parabolic estimate; applying the same nonparabolic estimate to both levels roughly halves the spacing, to about 183 meV. This is still well above the Fermi energy, which supports the one-subband picture at this density. The halved figure, however, treats 0.03 as the bulk mass. The first level then lies about 98 meV above the bulk band edge, and the in-plane mass at the bottom of the subband would be about 1.5 times larger. The ring numbers instead take 0.03 as the mass in the subband itself, so the spacing is only a rough guide. Finite barriers lower the spacing further, so a particular well needs its own calculation. A symmetric well also has no Rashba term. With the bulk InAs coefficient of roughly 1.2 e nm², \(\alpha=0.03\) eV nm needs a field near 260 kV/cm, about twice that of a \(10^{12}\) cm⁻² charge sheet. This tilt raises the parabolic spacing by only about 2%, but \(\alpha\) follows the field, so treating it as the same at \(10^{12}\) cm⁻² and at \(n_c\) assumes that gates hold the field fixed.

Two further effects act at the ring itself. A rough bulk Dresselhaus coefficient of 0.03 eV nm³ times the hard-wall value \(\langle k_z^2\rangle=(\pi/10)^2\) nm⁻² gives \(\beta=0.0030\) eV nm. The energy around the ring then varies by \(c=0.070\) meV, about 40% of \(E_R\), and the divergence at the bottom is replaced by a step of \(1.75D_0\), even in a clean well at zero temperature. In that ideal case the weaker, logarithmic divergence of section 6 remains, 0.070 meV above the bottom. These figures belong to the hard-wall well: barriers of 0.5 to 1.35 eV roughly halve the squared wavevector in the well, which gives \(c\) of 0.03 to 0.04 meV and a step of about 2.3 to \(2.5D_0\). Interactions are larger still. At density \(n_c\) the electron spacing \(1/\sqrt{\pi n_c}\) is 85 nm, and with a rough relative permittivity of 15 the Coulomb energy at that distance is 1.1 meV, about six times \(E_R\). The independent-electron density of states is therefore not a reliable description of this well when only the ring region is filled.

These conclusions depend on the coupling strength. At fixed mass \(E_R\) grows as \(\alpha^2\), so doubling \(\alpha\) raises it to 0.71 meV, which is still below the 0.96 meV broadening used here. For the parameters of this example, the Rashba term leaves the total density of states at the operating Fermi level unchanged within the parabolic model, and the states below the crossing hold less than half a percent of the electrons.

## Numbers as computed

```
INPUTS (rough typical InAs well)
mass / electron mass: 0.03
Rashba alpha: 0.03 eV nm
well width: 10 nm
sheet density: 1.00e+12 cm^-2
mobility: 20000 cm^2/Vs
band gap: 0.36 eV
relative permittivity: 15
bulk Dresselhaus coefficient: 0.03 eV nm^3
IDEAL MODEL
hbar^2/m: 2.54 eV nm^2
ring radius k0: 0.01181 nm^-1
ring depth E_R: 0.1772 meV
plateau DOS D0: 1.253e+13 eV^-1 cm^-2
density filling ring region: 4.440e+09 cm^-2
D/D0 at 0.0001 E_R above minimum: 100
D/D0 at 0.01 E_R above minimum: 10
D/D0 at 0.1 E_R above minimum: 3.162
D/D0 at 0.5 E_R above minimum: 1.414
DOS at 0.01 E_R above minimum: 1.253e+14 eV^-1 cm^-2
NUMERICAL CHECKS
counted-state power, with Rashba: 0.500
counted-state power, without Rashba: 1.000
contour D/D0 at 0.0001 E_R: 100
left slope at E=0 times E_R/D0: -0.511
NEGLECTED EFFECTS
kT at 0.3 K: 0.02585 meV
kT at 4 K: 0.3447 meV
kT at 300 K: 25.85 meV
largest thermal D/D0, 0.3 K: 2.071
largest thermal D/D0 in window, 4 K: 1.000
scattering time: 0.3411 ps
broadening half-width: 0.9647 meV
largest broadened D/D0 in window: 0.985
energy window upper end: 20 meV
mobility for half-width = E_R: 1.09e+05 cm^2/Vs
Dresselhaus beta: 0.002961 eV nm
ring energy spread: 0.06994 meV
bottom step D/D0 with beta: 1.749
saddle log coefficient / D0: 0.457
electron spacing at ring filling: 84.7 nm
Coulomb energy at that spacing: 1.13 meV
Fermi energy, parabolic: 79.44 meV
Fermi energy, nonparabolic: 67.24 meV
nonparabolic DOS factor there: 1.374
second-subband spacing: 376 meV
```
